\section*{Work and phase-space volume in Evans's heat-field dynamics, part 1}

(Sections cited here and not found follow in the second part.)

\section{The equations of motion and their two laws}

Whoever computes the thermal conductivity of a liquid by driving it with a uniform synthetic field has to decide what to do with the total momentum before the field is switched on, and whether the energy gained by the liquid may then be read as a record of its heat flux. Both questions are settled by two properties of the equations of motion. The work done by the field must equal volume times heat flux times field, and the field must not by itself compress or expand phase space. For Evans's equations both properties hold when the total momentum is zero. At other momenta each in general acquires a correction, derived below.

\subsection{Setting and conventions}

Consider $N$ identical classical particles of mass $m$ in a volume $V$, with positions $\mathbf r_i$, momenta $\mathbf p_i$ and velocities $\mathbf v_i=\mathbf p_i/m$. They interact through a central pair energy $\phi(r)$. Write $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, $\phi_{ij}=\phi(|\mathbf r_{ij}|)$, and
\begin{equation}
\mathbf F_{ij}=-\phi'(|\mathbf r_{ij}|)\,\frac{\mathbf r_{ij}}{|\mathbf r_{ij}|},
\qquad \mathbf F_{ji}=-\mathbf F_{ij},
\end{equation}
for the force on $i$ from $j$. Double sums run over ordered pairs with $i\neq j$, so each pair is counted twice. Half of each pair energy is assigned to each partner:
\begin{equation}
E_i=\frac{\mathbf p_i^2}{2m}+\frac12\sum_j\phi_{ij},
\qquad H_0=\sum_iE_i .
\label{energy}
\end{equation}
The system is either open, with no walls, or periodic. In the periodic case $\mathbf r_{ij}$ is the nearest-image separation, and the interaction vanishes beyond a radius smaller than half the box edge. The jump of $\mathbf r_{ij}$ from one image to another then happens where the force is zero. The force is taken to be continuous and piecewise smooth at the separations that are visited; its slope may jump at the cutoff.

The heat field $\mathbf F$ is constant in space and time and has the dimension of an inverse length. It enters through
\begin{equation}
\mathbf c_i=E_i\,\mathbf F+\frac12\sum_j\mathbf F_{ij}\,(\mathbf r_{ij}\cdot\mathbf F),
\qquad
\bar{\mathbf c}=\frac1N\sum_i\mathbf c_i ,
\label{ci}
\end{equation}
and the equations without a thermostat are
\begin{equation}
\dot{\mathbf r}_i=\frac{\mathbf p_i}{m},\qquad
\dot{\mathbf p}_i=\sum_j\mathbf F_{ij}+\mathbf c_i-\bar{\mathbf c}.
\label{motion}
\end{equation}
The first term of $\mathbf c_i$ pushes a particle with more energy than the average along the field and one with less against it. The second term depends on the forces from the neighbours and their directions, and it can reverse the push on a single particle. It is needed so that the work of the field also counts the energy handed from particle to particle by forces. Since only separations appear, the equations fit periodic boundaries: no place in the box is singled out, and no hot or cold wall is needed.

Adding a constant $e_0$ to every $E_i$ adds $e_0\mathbf F$ to every $\mathbf c_i$ and also to $\bar{\mathbf c}$. The motion does not change, so the zero of energy has no influence on it.

\subsection{Lemma 1: the energy flux}

\emph{With the field off, energy passes from $j$ to $i$ at the rate $w_{ij}=\frac12\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j)$, and the volume-averaged energy flux $\mathbf J$ obeys}
\begin{equation}
V\mathbf J=\sum_i\mathbf v_iE_i+\frac12\sum_{i,j}\mathbf r_{ij}\,w_{ij}
=\sum_i\mathbf v_iE_i+\frac12\sum_{i,j}\mathbf r_{ij}\,(\mathbf F_{ij}\cdot\mathbf v_i).
\label{flux}
\end{equation}

\paragraph{Proof.} The pair energy changes because the separation changes:
\begin{equation}
\dot\phi_{ij}=\phi'\,\frac{\mathbf r_{ij}}{|\mathbf r_{ij}|}\cdot(\mathbf v_i-\mathbf v_j)
=-\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j).
\label{phidot}
\end{equation}
With $\dot{\mathbf p}_i=\sum_j\mathbf F_{ij}$, the energy of particle $i$ changes at the rate
\begin{align}
\dot E_i&=\mathbf v_i\cdot\sum_j\mathbf F_{ij}-\frac12\sum_j\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)\nonumber\\
&=\frac12\sum_j\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j)=\sum_jw_{ij}.
\end{align}
Exchanging the labels reverses $\mathbf F_{ij}$ and leaves the sum of velocities alone, so $w_{ji}=-w_{ij}$. What one partner gains, the other loses.

In an open system the flux is the rate of change of the first moment of energy:
\begin{align}
\frac{d}{dt}\sum_i\mathbf r_iE_i
&=\sum_i\mathbf v_iE_i+\sum_{i,j}\mathbf r_iw_{ij}\nonumber\\
&=\sum_i\mathbf v_iE_i+\frac12\sum_{i,j}(\mathbf r_i-\mathbf r_j)w_{ij}.
\end{align}
The last line takes half of the double sum as it stands and half with $i$ and $j$ exchanged, using $w_{ji}=-w_{ij}$. This is the first form in (\ref{flux}).

In a periodic box the first moment jumps when a particle crosses the boundary, and the flux is instead defined through planes. Let the transferred energy travel along the straight segment from $j$ to $i$, and average the current through planes normal to $x$ over all plane positions in an edge $L$. A segment of projection $x_{ij}$ is cut by a fraction $|x_{ij}|/L$ of the planes, and the direction of crossing supplies the sign. The average current is therefore $L^{-1}\bigl(\sum_iv_{ix}E_i+\frac12\sum_{i,j}x_{ij}w_{ij}\bigr)$. It equals $J_x$ times the cross-section $V/L$, which gives the same formula.

For the second form, insert $w_{ij}$:
\begin{equation}
\frac12\sum_{i,j}\mathbf r_{ij}w_{ij}
=\frac14\sum_{i,j}\mathbf r_{ij}(\mathbf F_{ij}\cdot\mathbf v_i)
+\frac14\sum_{i,j}\mathbf r_{ij}(\mathbf F_{ij}\cdot\mathbf v_j).
\end{equation}
Exchange the labels in the last sum. Both $\mathbf r_{ij}$ and $\mathbf F_{ij}$ change sign, so their product does not, and the sum becomes equal to the first one. Together they give $\frac12\sum\mathbf r_{ij}(\mathbf F_{ij}\cdot\mathbf v_i)$. This completes the proof.

With the field on, (\ref{flux}) remains the definition of $\mathbf J$ as a function of positions and momenta. It is then no longer the whole time derivative of $\sum_i\mathbf r_iE_i$, because the field also feeds energy into the particles where they are.

The mass current density is $\mathbf P/V$, with $\mathbf P=\sum_i\mathbf p_i$. In a one-component system with $\mathbf P=0$ no mass is carried on balance, and the energy flux $\mathbf J$ is the heat flux.

\subsection{Lemma 2: momentum is conserved}

\emph{Under (\ref{motion}), $\dot{\mathbf P}=0$.}

\paragraph{Proof.} The internal forces cancel in pairs, and $\sum_i(\mathbf c_i-\bar{\mathbf c})=N\bar{\mathbf c}-N\bar{\mathbf c}=0$ by the definition of the mean. Thus a run that starts with $\mathbf P=0$ keeps it.

\subsection{Theorem}

\emph{Under the stated assumptions, and for as long as the solution exists,}
\begin{align}
\dot H_0&=V\mathbf J\cdot\mathbf F-\frac{\mathbf P}{m}\cdot\bar{\mathbf c},
\label{work}\\
\Lambda&\equiv\sum_i\left(\frac{\partial}{\partial\mathbf r_i}\cdot\dot{\mathbf r}_i
+\frac{\partial}{\partial\mathbf p_i}\cdot\dot{\mathbf p}_i\right)
=\left(1-\frac1N\right)\frac{\mathbf P\cdot\mathbf F}{m}.
\label{div}
\end{align}
\emph{A small phase-space volume $\delta\Gamma$ carried by the motion obeys}
\begin{equation}
\delta\Gamma(t)=\delta\Gamma(0)\exp\left[\left(1-\frac1N\right)\frac{\mathbf P\cdot\mathbf F}{m}\,t\right].
\label{volume}
\end{equation}
\emph{For $\mathbf P=0$ the field therefore does work at the rate $V\mathbf J\cdot\mathbf F$, and phase-space volume is preserved.}

\paragraph{Proof of the work law.} Differentiate $H_0=\sum_i\mathbf p_i^2/2m+\frac12\sum_{i,j}\phi_{ij}$. By (\ref{phidot}) the potential part changes at the rate
\begin{equation}
-\frac12\sum_{i,j}\mathbf F_{ij}\cdot\mathbf v_i+\frac12\sum_{i,j}\mathbf F_{ij}\cdot\mathbf v_j
=-\sum_{i,j}\mathbf F_{ij}\cdot\mathbf v_i ,
\end{equation}
since exchanging labels in the second sum turns it into $-\frac12\sum\mathbf F_{ij}\cdot\mathbf v_i$. The kinetic part changes at the rate $\sum_i\mathbf v_i\cdot\dot{\mathbf p}_i$, whose internal-force term cancels this. What remains is
\begin{equation}
\dot H_0=\sum_i\mathbf v_i\cdot(\mathbf c_i-\bar{\mathbf c})
=\sum_i\mathbf v_i\cdot\mathbf c_i-\frac{\mathbf P}{m}\cdot\bar{\mathbf c}.
\end{equation}
The definition (\ref{ci}) gives
\begin{equation}
\sum_i\mathbf v_i\cdot\mathbf c_i
=\left[\sum_i\mathbf v_iE_i+\frac12\sum_{i,j}\mathbf r_{ij}(\mathbf F_{ij}\cdot\mathbf v_i)\right]\cdot\mathbf F
=V\mathbf J\cdot\mathbf F
\label{vc}
\end{equation}
by the second form in (\ref{flux}). This proves (\ref{work}).

\paragraph{Proof of the divergence law.} The velocity $\mathbf p_i/m$ does not depend on position, and the internal forces do not depend on momentum. In $\mathbf c_i$ the momentum enters through the kinetic energy of particle $i$ alone, so
\begin{equation}
\sum_i\frac{\partial}{\partial\mathbf p_i}\cdot\mathbf c_i
=\sum_i\frac{\mathbf p_i}{m}\cdot\mathbf F=\frac{\mathbf P\cdot\mathbf F}{m}.
\end{equation}
The mean contains the kinetic energy of every particle with weight $1/N$, so
\begin{equation}
\sum_i\frac{\partial}{\partial\mathbf p_i}\cdot\bar{\mathbf c}
=\sum_i\frac1N\frac{\mathbf p_i}{m}\cdot\mathbf F=\frac{\mathbf P\cdot\mathbf F}{Nm}.
\end{equation}
The difference is (\ref{div}).

\paragraph{Proof of the volume law.} Let $M(t)$ be the matrix that carries small displacements of the starting point to displacements at time $t$. It obeys $\dot M=AM$, where $A$ is the matrix of first derivatives of the phase-space velocity. Over a short time, $\det(1+A\,dt)=1+\mathrm{tr}A\,dt$ to first order, so $d\ln|\det M|/dt=\mathrm{tr}A=\Lambda$. By Lemma 2, $\Lambda$ is constant along a trajectory, and integration gives (\ref{volume}).

\paragraph{The surface of zero momentum.} The motion with $\mathbf P=0$ occupies a surface of lower dimension, and averages are taken there. Volume within it is preserved too. Use as linear coordinates $\mathbf P$, the centre of mass $\mathbf R$, and $N-1$ relative positions and momenta; the trace $\Lambda$ is the same in all linear coordinates. Since $\dot{\mathbf P}=0$ for every phase point, $\mathbf P$ contributes nothing to the trace. Since $\dot{\mathbf R}=\mathbf P/(Nm)$ does not depend on $\mathbf R$, neither does $\mathbf R$. The relative coordinates alone then carry the whole of $\Lambda$, which is zero at $\mathbf P=0$.

\subsection{What fails at nonzero momentum}

The two laws do not need the same thing. Volume is preserved whenever $\mathbf P\cdot\mathbf F=0$, so a drift across the field is harmless to it. The work equals $V\mathbf J\cdot\mathbf F$ when $\mathbf P\cdot\bar{\mathbf c}=0$, and $\bar{\mathbf c}$ need not be parallel to $\mathbf F$. Setting $\mathbf P=0$ secures both for every configuration and field direction.

A cluster of four particles shows the size of the corrections. Here $m$ and the Lennard-Jones energy $\varepsilon$ and length $\sigma$ are the units. The particles start near the corners of a tetrahedron of edge $1.2$ and interact through
\begin{equation}
\phi(r)=u(r)-u(r_c)-(r-r_c)u'(r_c),\qquad u(r)=4(r^{-12}-r^{-6}),
\label{lj}
\end{equation}
for $r<r_c=2.5$, with $\phi=0$ beyond. The field is $(0.3,-0.2,0.1)$. A velocity $(0.5,0.2,-0.3)$ is added to momenta that summed to zero, so that $\mathbf P\cdot\mathbf F/m=4(0.15-0.04-0.03)=0.32$.

At this point the flux (\ref{flux}) agrees with the numerical derivative of $\sum_i\mathbf r_iE_i$, taken with the field off, to $3.0\times10^{-8}$ in the worst component. With the field on, finite differences of $H_0$ along the motion give a power of $0.265645$, and (\ref{work}) gives the same six digits. The product $V\mathbf J\cdot\mathbf F$ alone is $-0.420503$: the uncorrected formula has even the wrong sign here.

For the volume law, the determinant of $M$ was found by displacing each of the $24$ phase-space coordinates and following the motion for a time $0.5$. The law predicts $\ln|\det M|=\frac34\times0.32\times0.5=0.12$, and the numerical value is $0.120000$. Starting from the same positions with $\mathbf P=0$ gives $-5.8\times10^{-8}$, which is zero within the numerical error of the map.

\section{Consequences, limits and a driven liquid}

\subsection{Symbols and results carried over}

There are $N$ identical particles of mass $m$ with energies $E_i$, total internal energy $H_0$ and total momentum $\mathbf P$. The heat field $\mathbf F$ adds to the internal force on particle $i$ the amount $\mathbf c_i-\bar{\mathbf c}$, where $\mathbf c_i=E_i\mathbf F+\frac12\sum_j\mathbf F_{ij}(\mathbf r_{ij}\cdot\mathbf F)$ and $\bar{\mathbf c}$ is its mean over particles. The energy flux $\mathbf J$ satisfies $\sum_i\mathbf v_i\cdot\mathbf c_i=V\mathbf J\cdot\mathbf F$. Momentum is conserved. At $\mathbf P=0$ the work rate is $\dot H_0=V\mathbf J\cdot\mathbf F$, and the phase-space divergence $\Lambda$ vanishes, also within the surface $\mathbf P=0$.

\subsection{Remark 1: why the mean is subtracted}

Suppose that $\bar{\mathbf c}$ is left out of the equations of motion. The work rate is then $\sum_i\mathbf v_i\cdot\mathbf c_i=V\mathbf J\cdot\mathbf F$ at any momentum, which looks like an improvement. But momentum is no longer conserved, and the divergence loses its $1/N$ term:
\begin{equation}
\dot{\mathbf P}=N\bar{\mathbf c},\qquad \Lambda=\frac{\mathbf P\cdot\mathbf F}{m}.
\end{equation}
A system started at $\mathbf P=0$ has $\mathbf P\approx N\bar{\mathbf c}\,t$ shortly afterwards, and the logarithm of its volume ratio begins as $N\bar{\mathbf c}\cdot\mathbf F\,t^2/2m$. The rate of change of phase volume is zero at the first instant, but in general not later. Moreover $\mathbf J$ comes to include energy carried by the drift of the whole system, so it ceases to be the heat flux.

For the four-particle cluster started at $\mathbf P=0$, with the same field and duration as before, the logarithm of the volume ratio is $-0.135449$. The time integral of $\mathbf P\cdot\mathbf F/m$ along the trajectory gives the same value. The sign says that the momentum of the cluster pointed, on time average, against the field.

At $\mathbf P=0$ the field does work at the rate $V\mathbf J\cdot\mathbf F$ and preserves phase-space volume, and subtracting the mean $\bar{\mathbf c}$ keeps the total momentum at zero. It remains to see what preserved volume does not guarantee, how the weak-field response gives the conductivity, and how the laws fare in a driven model liquid, for mixtures and with a thermostat.
